# The Gorter–Nordheim rule and a solute's characteristic thermopower

## A solute that only dilutes

Take a metal whose resistivity $\rho_0$ depends on electron energy, and add a solute whose resistivity $\rho_i$ does not. The Mott formula, derived below, is

$$S=K\,\frac{d\ln\rho}{dE}\Big|_{E_F},\qquad K=\frac{\pi^2k_B^2T}{3e}.$$

The electron charge is $-e$, and $E_F$ denotes the chemical potential at the working temperature $T$. The pure host has $S_0=K(d\rho_0/dE)/\rho_0$. In the alloy the numerator $d\rho_0/dE$ is unchanged, while the denominator has grown to $\rho=\rho_0+\rho_i$:

$$S=K\,\frac{d\rho_0/dE}{\rho_0+\rho_i}=S_0\,\frac{\rho_0}{\rho}.$$

Plotted against $1/\rho$, this is a straight line through the origin. A solute with its own energy dependence turns the line about the pure-host point, and the intercept measures that dependence.

## From the transport equation to the Mott formula

Let $f$ be the Fermi function, $w=-\partial f/\partial E$, and $\mathbf F$ the electric field. With a relaxation time $\tau(E)$, the steady Boltzmann equation gives the change $g$ in occupation:

$$g=\tau w\,\mathbf v\cdot\boldsymbol\Phi,\qquad \boldsymbol\Phi=-e\mathbf F-\nabla\mu-\frac{E-\mu}{T}\nabla T .$$

The last two terms of $\boldsymbol\Phi$ come from the gradient of the local Fermi function. For an isotropic metal with density of states $N$, define $\sigma(E)=e^2Nv^2\tau/3$. Summing $-e\mathbf v g$ over states gives

$$\mathbf j=\int dE\,w\,\sigma(E)\left[\mathbf F+\frac{\nabla\mu}{e}+\frac{E-\mu}{eT}\nabla T\right].$$

The thermopower is defined by $\mathbf F+\nabla\mu/e=S\nabla T$ at $\mathbf j=0$. With $x=(E-E_F)/k_BT$ and $\langle\cdots\rangle$ for the average weighted by $-df/dx$,

$$S=-\frac{k_B}{e}\,\frac{\langle x\sigma\rangle}{\langle\sigma\rangle}.$$

Now expand $\sigma=\sigma_F+\sigma_F'k_BTx+\dots$, where the prime is an energy derivative. The weight is even, so $\langle x\rangle=0$. Integration by parts gives

$$\langle x^2\rangle=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.$$

Hence $\langle x\sigma\rangle=(\pi^2/3)k_BT\sigma_F'$ to leading order, and

$$S=-K\frac{d\ln\sigma}{dE}=+K\frac{d\ln\rho}{dE}.$$

The sign changes in the last step because $\ln\rho=-\ln\sigma$. The next even moment, $\langle x^4\rangle$, enters with $(k_BT)^3$, so the leading error in $S$ is of order $T^3$. This expansion needs $\rho(E)$ to be smooth over several $k_BT$.

## Adding the scatterers

If independent scatterers act on the same band, their rates add: $1/\tau=\sum_j1/\tau_j$. Dividing by the common factor $e^2Nv^2/3$ gives Matthiessen's rule at each energy,

$$\rho(E)=\sum_j\rho_j(E).$$

Differentiate, then multiply and divide each term by $\rho_j$:

$$\frac{d\ln\rho}{dE}=\frac1\rho\sum_j\frac{d\rho_j}{dE}=\sum_j\frac{\rho_j}{\rho}\,\frac{d\ln\rho_j}{dE}.$$

Multiplication by $K$ gives the Gorter–Nordheim rule:

$$S=\frac{\sum_j\rho_jS_j}{\sum_j\rho_j},\qquad S_j=K\frac{d\ln\rho_j}{dE}\Big|_{E_F}.$$

Each $S_j$ is the diffusion thermopower the metal would have if scatterer $j$ acted alone. It contains the energy dependence of the band factor $Nv^2$ as well as that of $\tau_j$, so it belongs to the solute in this host.

Additivity at $E_F$ alone is not sufficient. Suppose interference adds the term $\kappa(\rho_0\rho_i/\rho)(E-E_F)/E_F$, with the prefactor evaluated at $E_F$. It vanishes at $E_F$, so the resistivities there still add. Its slope is $\kappa\rho_0\rho_i/(\rho E_F)$, which shifts the thermopower by

$$\Delta S=\frac{K}{E_F}\,\kappa\,\frac{\rho_0\rho_i}{\rho^2}.$$

## The plot and its limits

For one solute, let $\rho_i=rc$, with $c$ the solute content and $r$ the resistivity per unit content. Substitute $\rho_i=\rho-\rho_0$ into the rule:

$$S=\frac{\rho_0S_0+(\rho-\rho_0)S_i}{\rho}=S_i+\frac{\rho_0(S_0-S_i)}{\rho}.$$

At fixed temperature, with $\rho_0$, $S_0$ and $S_i$ independent of $c$, a plot of $S$ against $1/\rho$ has intercept $S_i$ and slope $\rho_0(S_0-S_i)$.

The intercept belongs to $1/\rho\to0$, where solute scattering would dominate. The opposite limit, $rc\ll\rho_0$, follows from $\rho_0/\rho\approx1-rc/\rho_0$:

$$S\approx S_0+\frac{rc}{\rho_0}(S_i-S_0).$$

The shift from $S_0$ is the product of the small ratio $rc/\rho_0$ and the difference $S_i-S_0$, so a dilute sample stays close to $S_0$ unless that difference is very large. If $S_0$ and $S_i$ have opposite signs, $S$ vanishes at $c=-\rho_0S_0/(rS_i)$.

A common scale error in $\rho$, for example from a wrong line cross-section, multiplies the fitted slope by the same factor and leaves the intercept alone. A constant offset in $S$, for example from an uncorrected reference lead, moves the intercept by its full amount.

## Worked example: dilute copper alloy at 300 K

The parameters are round and rough: $E_F=7$ eV, $\rho_0=1.7$ µΩ cm and $r=1$ µΩ cm per at.%. Each resistivity is modelled as $\rho_j(E)\propto E^{p_j}$, so $S_j=(K/E_F)p_j$. The printed value of $K/E_F$ is 1.0470 µV/K. The exponents $p_0=1.7$ and $p_i=-1.5$ give

$$S_0=1.7799\ \text{µV/K},\qquad S_i=-1.5705\ \text{µV/K}.$$

At 1 at.%, where $\rho=2.7$ µΩ cm,

$$S=\frac{1.7(1.7799)+1.0(-1.5705)}{2.7}=0.539\ \text{µV/K}.$$

The full energy integral, which uses neither the Mott expansion nor the weighted average, gives 0.5387 µV/K. Over six compositions from 0 to 3 at.%, the largest difference between integral and rule is 0.0004 µV/K. At 1 at.% the error grows by a factor of 8.000 between 150 and 300 K, as a $T^3$ error should.

The predicted slope is $1.7(1.7799+1.5705)=5.696$ (µV/K) µΩ cm. A straight-line fit to the six integrals gives that slope and an intercept of −1.571 µV/K. The zero of $S$ is predicted at $1.7(1.7799)/1.5705=1.93$ at.%.

With $p_i$ held fixed, solute scattering alone gives −1.95 µV/K at 373 K, in proportion to $T$. The host resistivity also changes with temperature, so each temperature needs its own fit.

### Uncertainty of the intercept

Let $u=1/\rho$, with mean $m$ over $N$ samples, and let $Q=\sum(u-m)^2$. The fitted intercept is $\bar S-bm$, where $b$ is the fitted slope. For independent errors of standard deviation $s$ in $S$, the variance of $\bar S$ is $s^2/N$ and that of $b$ is $s^2/Q$. Their covariance is proportional to $\sum(u-m)=0$, so

$$\delta S_i=s\sqrt{\frac1N+\frac{m^2}{Q}} .$$

The six values of $1/\rho$ in the numerical output give $m=0.4015$ and $Q=0.104$ in the corresponding units. For $s=0.05$ µV/K,

$$\delta S_i=0.05\sqrt{0.167+1.55}=0.066\ \text{µV/K},$$

about 4% of $|S_i|$. A simulation with random errors in $S$ gives the same value. Errors in $\rho$ come on top: independent errors of 2% in each sample's $\rho$ would alone give about 0.05 µV/K. Higher-resistivity samples shorten the extrapolation, provided the solute stays dissolved and the assumptions still hold.

## Grain boundaries in a narrow line

Treat boundary scattering as an additive resistivity $\rho_b=b_0+b_1c$ with thermopower $S_b$. The term $b_1c$ describes grains that become finer as solute is added. Then

$$\rho S=\rho_0S_0+b_0S_b+c(rS_i+b_1S_b),$$
$$\rho=\rho_0+b_0+c(r+b_1).$$

Define

$$S_*=\frac{rS_i+b_1S_b}{r+b_1}.$$

The second equation gives $c(r+b_1)=\rho-\rho_0-b_0$. Put this into the first and divide by $\rho$:

$$S=S_*+\frac{\rho_0(S_0-S_*)+b_0(S_b-S_*)}{\rho}.$$

For fixed boundaries, $b_1=0$ and $S_*=S_i$, so the intercept survives in this additive model. Real boundary scattering depends on the mean free path, which the solute shortens, so additivity is only approximate. In the Mayadas–Shatzkes model, with a free-electron band factor, energy-independent reflection at the boundaries and a boundary term of 0.8 µΩ cm in the solute-free line, the example's fitted intercept moves by about −0.01 µV/K. With $b_0=0.8$ µΩ cm and $S_b=-1.047$ µV/K, the slope becomes $5.696+0.8(-1.047+1.5705)=6.11$ (µV/K) µΩ cm.

If instead $b_1=0.3$ µΩ cm per at.%, the intercept is

$$S_*=\frac{-1.5705+0.3(-1.0470)}{1.3}=-1.45\ \text{µV/K}.$$

The fit to full integrals agrees, and its largest residual is only 0.00004 µV/K. A straight plot therefore does not prove that the intercept is the solute's alone. Grain size must be measured across the series or held fixed.

## Inelastic scattering changes the weights

Phonons can relax an electron's energy without relaxing the charge current by the same amount. A model shows the effect. Take the band factor as constant and write the electron response as $\phi(x)$, in units where its average is the conductivity:

$$\sum_j\left[\rho_j(1+q_jx)\phi+\gamma_j(\phi-\langle\phi\rangle)\right]=1.$$

The $\gamma_j$ term conserves $\langle\phi\rangle$, and hence the charge current. Use the trial form $\phi=\alpha+\beta x$. Averaging the equation after multiplication by 1 and by $x$ gives

$$\alpha\sum_j\rho_j+\beta\langle x^2\rangle\sum_j\rho_jq_j=1,$$
$$\alpha\sum_j\rho_jq_j+\beta\sum_j(\rho_j+\gamma_j)=0,$$

where a common factor $\langle x^2\rangle$ has been removed from the second line. By the Kelvin relation, $S$ is the heat current divided by $T$ times the charge current, both driven by a field at uniform temperature. Here this ratio is $S=-(k_B/e)\langle x^2\rangle\beta/\alpha$, so

$$S=\frac{\pi^2k_B}{3e}\,\frac{\sum_j\rho_jq_j}{\sum_j(\rho_j+\gamma_j)}=\frac{\sum_jw_jS_j}{\sum_jw_j},\qquad w_j=\rho_j+\gamma_j.$$

The last form follows by applying the first to each scatterer alone. A thermal drive replaces the right-hand side 1 by $x$. To leading order it gives $\phi=x/\sum_jw_j$, so the $w_j$ are proportional to the thermal resistivities. This is Kohler's rule. The ratio $\ell_j=\rho_j/w_j$ is the Lorenz ratio relative to its elastic value, and the Gorter–Nordheim rule returns when all $\ell_j$ are equal.

Take $\ell_0=0.9$ for the host, an elastic solute, and an unchanged $S_0$. Then $w_0=1.7/0.9=1.889$ µΩ cm, and at 1 at.%

$$S=\frac{1.889(1.7799)-1.5705}{2.889}=0.620\ \text{µV/K},$$

compared with 0.539 µV/K from resistivity weights. A numerical solution of the model equation also gives 0.620 µV/K. The ordinary plot now yields −1.43 µV/K, a shift of +0.14 µV/K, with residuals no larger than 0.018 µV/K. Noise of 0.05 µV/K could hide that curvature. If $\ell_0$ is known, the remedy within this model is to plot against $1/(\rho_0/\ell_0+\rho_i)$, for which the line and its intercept $S_i$ are restored.

## Other ways the intercept can move

**Unequal groups of states.** Let two groups conduct in parallel, with conductivities $a_g/(\rho_0/h_g+\rho_i/s_g)$. Here $a=(0.8,0.2)$, $h=(1.1,0.6)$ and $s=(0.9,1.4)$, so each scatterer alone gives its original resistivity. Together they exceed the sum of the two resistivities by up to 0.20 µΩ cm in these samples. The fitted intercept shifts by +0.10 µV/K. For very large $\rho_i$ both groups approach $S_i$, so the shift comes from fitting a straight line to a curve.

**Phonon drag.** A constant drag term of 0.30 µV/K moves the intercept by 0.30 µV/K, to −1.27 µV/K. If solute quenches it as $0.30/(1+c/2)$, with $c$ in at.%, the intercept is −1.55 µV/K. The shift is small here because the quenched term is proportional to $1/(2+c)$, while $1/\rho$ is proportional to $1/(1.7+c)$; most of the drag enters the slope. Another quenching scale would give another shift.

**Interference.** For $\kappa=0.2$ at 1 at.%, the earlier formula gives $1.047(0.2)(1.7)/2.7^2=0.049$ µV/K, in agreement with the full integral. This is the shift of one sample. It varies with composition, and the intercept fitted to all six samples moves by +0.085 µV/K.

**A moving Fermi energy.** In a free-electron rigid band at fixed volume, $E_F\propto n^{2/3}$, where $n$ is the electron density. Two extra electrons per solute atom at 3 at.% raise $E_F$ by $1.06^{2/3}-1=4.0\%$. With fixed exponents, each $|S_j|$ falls by about 4% at that composition. If the resistivities at the Fermi energy stay unchanged, the fitted intercept moves by only +0.01 µV/K. If they follow their power laws as $E_F$ rises, it moves by +0.14 µV/K.

**Sharp energy structure.** Let solute scattering alone follow $\rho_i(E)\propto1-0.05\tanh[(E-E_F)/\Delta]$. For $\Delta=0.5$ eV, the Mott value of −0.733 µV/K is close to the full −0.724 µV/K. For $\Delta=0.05$ eV, about $2k_BT$, Mott gives −7.33 µV/K but the integral gives −4.37 µV/K. The full result is 40% smaller in magnitude, so the Mott value of $S_i$ should not be used in the weighted average.

## Use with real copper lines

The host resistivity and positive thermopower are roughly those of bulk copper near room temperature. A solute resistivity near 1 µΩ cm per at.% is of the right size for aluminium in copper, but $S_i$ here is a model choice, not a property of aluminium. The positive host exponent is an effective one: free electrons with an energy-independent mean free path have $\sigma\propto E$, hence $p=-1$ and a negative thermopower. The boundary term of 0.8 µΩ cm is modest, since lines a few tens of nanometres wide can have resistivities several times the bulk value. Such lines also scatter electrons at their surfaces, by an amount that depends on the mean free path. In a free-electron thin-film model with fully diffuse surfaces that add 1.7 µΩ cm to the solute-free film, the example's fitted intercept moves by −0.13 µV/K even though the thickness is fixed. This number belongs to that film and does not carry over to a line: a round wire with the same diffuse walls and the same added 1.7 µΩ cm gives +0.04 µV/K, and the film gives only −0.01 µV/K when its surfaces add 0.8 µΩ cm. It also rests on the free-electron band factor: if the product of resistivity and mean free path is independent of energy, the film's shift is −0.05 µV/K. The size and sign of the surface shift must be estimated for the actual cross-section. Real lines can break the assumption of fixed boundaries when solute changes the grains, which moves the example's intercept by 0.12 µV/K. At the strengths assumed, inelastic scattering moves it by 0.14 µV/K and constant drag by 0.30 µV/K. These are separate estimates and need not add.

For a measured series:

1. Keep temperature, line geometry and grain size fixed, and confirm that the solute is dissolved.
2. Correct $S$ for the reference leads, then fit $S$ against $1/\rho$, including the solute-free line.
3. Report the extrapolation error from both $S$ and $\rho$, and add estimates for drag, inelastic scattering and surface scattering before assigning the intercept to the solute.

## Computed results

```
Inputs: T = 300 K, E_F = 7.0 eV, kT = 0.02585 eV
Host resistivity = 1.70 uOhm cm
Solute resistivity = 1.00 uOhm cm per at.%
Exponents: host 1.7, solute -1.5, boundary -1.0
Mott unit pi^2 k^2 T/(3 e E_F) = 1.0470 uV/K
Mott S: host 1.7799, solute -1.5705 uV/K
c (at.%) | rho (uOhm cm) | 1/rho (1/(uOhm cm)) | S full, S rule (uV/K)
 0.00 | 1.6998 | 0.5883 | 1.7803, 1.7799
 0.25 | 1.9499 | 0.5128 | 1.3503, 1.3504
 0.50 | 2.2000 | 0.4545 | 1.0182, 1.0184
 1.00 | 2.7001 | 0.3704 | 0.5387, 0.5390
 2.00 | 3.7002 | 0.2703 | -0.0314, -0.0311
 3.00 | 4.7003 | 0.2128 | -0.3588, -0.3587
Largest |full - rule| = 0.00038 uV/K
Mott error ratio, 300 K to 150 K = 8.000
Fitted intercept = -1.5707 uV/K
Slope: fit 5.6957, rule 5.6957 (uV/K) uOhm cm
Largest fit residual = 0.00017 uV/K
Zero of S by rule: c = 1.927 at.%; full S there -0.00023 uV/K
Solute S at 373 K, full integral = -1.9526 uV/K
Noise in each S = 0.050 uV/K
Intercept error: formula 0.0655, simulated 0.0655 uV/K
Boundary: fixed 0.8 uOhm cm, growth 0.3 uOhm cm per at.%
Boundary characteristic S = -1.0470 uV/K
Fixed boundary: intercept -1.5704 uV/K
Fixed boundary slope: fit 6.1136, rule 6.1145 (uV/K) uOhm cm
Growing boundary intercept: fit -1.4496, rule -1.4497 uV/K
Growing boundary: largest residual 0.00004 uV/K
Interference kappa = 0.2, at 1 at.%: shift 0.0488, rule 0.0488 uV/K
Two groups: shares [0.8 0.2], host mobility [1.1 0.6], solute mobility [0.9 1.4]
Two groups: largest excess resistivity = 0.1980 uOhm cm
Two groups: intercept -1.4741, shift 0.0964 uV/K
Two groups: largest fit residual = 0.0085 uV/K
Inelastic host: Lorenz ratio input 0.90, solved 0.9004
Inelastic, 1 at.%: solved S 0.6202, Kohler 0.6201 uV/K
Inelastic: intercept -1.4264, shift 0.1441 uV/K
Inelastic: largest fit residual = 0.0182 uV/K
Assumed host drag = 0.30 uV/K, halved at 2.0 at.% if quenched
Intercept with constant drag = -1.2707 uV/K
Intercept with quenched drag = -1.5506 uV/K
Rigid band, 2 extra electrons per solute, 3 at.%: E_F rise 3.96 %
Step amplitude in solute resistivity = -0.05 (fraction)
Step width 0.05 eV: S full -4.3739, Mott -7.3290 uV/K
Step width 0.50 eV: S full -0.7242, Mott -0.7329 uV/K
```
